# Depth Profile from the Surface Potential with the Logarithm Subtracted

## 1. What symmetry fixes

A uniformly doped semiconductor with a neutral bulk has no preferred depth. If $\psi(x)$ solves its electrostatic equation, so does the shifted profile $\psi(x+a)$. A new surface potential of the same sign therefore selects a new starting point on the same curve. The available constants are the permittivity $\varepsilon$, the thermal voltage $\phi_t=kT/q$ and the mobile charge density $q(p_0+n_0)$ of the bulk. They form one length,

$$L=\sqrt{\frac{\varepsilon\phi_t}{q(p_0+n_0)}} ,$$

the Debye length. With $u=\psi/\phi_t$ and surface value $u_s$, the depth must have the form

$$\frac{x}{L}=\Phi(u_s)-\Phi(u),$$

where $\Phi$ can depend on the ratio of the bulk densities but not on $u_s$.

Near the bulk the equation is linear, so multiplying $u$ by a constant gives another solution. By the first argument that solution is also a shifted one. A shift that multiplies $u$ by a constant means exponential decay, so $\Phi(u)$ is proportional to $\ln|u|$ there; the expansion in section 3 shows that the factor is 1. This logarithm is the part to be handled analytically.

## 2. Model and first integral

The semiconductor is p-type, one-dimensional and in equilibrium, with Boltzmann carriers and fully ionized acceptors of density $N_A$. Depth $x$ runs from the oxide interface into a semi-infinite body, and $\psi=0$ in the neutral bulk, where $p_0-n_0=N_A$ and $p_0n_0=n_i^2$. Positive $u_s$ means depletion or inversion; negative $u_s$ means accumulation. For $u_s=0$ the profile is zero everywhere and needs no algorithm.

With $p=p_0e^{-u}$ and $n=n_0e^{u}$, Poisson's equation $\psi''=-q(p-n-N_A)/\varepsilon$ becomes, after replacing $N_A$ by $p_0-n_0$,

$$\psi''=\frac{q}{\varepsilon}\left[p_0(1-e^{-u})+n_0(e^u-1)\right].$$

Divide by $\phi_t$, multiply by $L^2$, and set $r=n_0/(p_0+n_0)$:

$$L^2u''=(1-r)(1-e^{-u})+r(e^u-1).$$

Multiplication by $2u'$ makes the left side the derivative of $L^2u'^2$. Integrate from the bulk, where $u=u'=0$. The two integrals are

$$\int_0^u(1-e^{-v})\,dv=e^{-u}+u-1,\qquad \int_0^u(e^v-1)\,dv=e^u-u-1 .$$

Hence $L^2u'^2=F(u)^2$, with

$$F(v)^2=2\left[(1-r)(e^{-v}+v-1)+r(e^v-v-1)\right].$$

Both round brackets are positive for $v\ne0$, so the slope cannot vanish before the bulk is reached and $|u|$ falls monotonically. Giving $F$ the sign of $v$,

$$Lu'=-F(u),\qquad E=-\psi'=\frac{\phi_t}{L}F(u).$$

Separation of variables gives the reciprocal-field integral

$$\frac{x}{L}=\int_u^{u_s}\frac{dv}{F(v)} .$$

## 3. Subtraction

Expand the exponentials through fourth order. The quadratic terms of $F^2$ add to $v^2$, the cubic ones to $2[-(1-r)+r]v^3/6$, and the quartic ones to $v^4/12$:

$$F^2=v^2\left[1-\frac{1-2r}{3}v+\frac{v^2}{12}+\cdots\right].$$

Write the bracket as $1-\delta$ and use $(1-\delta)^{-1/2}=1+\delta/2+3\delta^2/8+\cdots$. The coefficient of $v$ is $(1-2r)/6$. That of $v^2$ is

$$-\frac1{24}+\frac38\frac{(1-2r)^2}{9}=\frac{(1-2r)^2-1}{24}=-\frac{r(1-r)}6 .$$

Dividing by $v$,

$$\frac1F=\frac1v+\frac{1-2r}{6}-\frac{r(1-r)}6v+\cdots .$$

The singular term is $1/v$, and its integral is $\ln(u_s/u)$. Therefore

$$\boxed{\frac{x(u)}L=\ln\frac{u_s}{u}+\int_u^{u_s}g(v)\,dv,\qquad g(v)=\frac1{F(v)}-\frac1v}$$

with $g$ finite at zero. The formula holds for either sign of $u_s$, provided $u$ lies between $u_s$ and zero.

The definition of $g$ is unsuitable for computing near zero, since it subtracts two large numbers. In addition, $F^2\simeq v^2$ is formed there from terms of order $v$ and 1. In double precision its relative error is of order $10^{-16}/v^2$, so no digits of $F^2$ remain near $v=10^{-8}$. The resulting absolute error of $g$ is of order $10^{-16}/v^3$, so $g$ loses its digits already near $v=10^{-5}$. Define

$$\phi_3(z)=\frac{e^z-1-z-z^2/2}{z^3}=\sum_{k=0}^{\infty}\frac{z^k}{(k+3)!}.$$

Then $e^v-v-1=v^2/2+v^3\phi_3(v)$ and $e^{-v}+v-1=v^2/2-v^3\phi_3(-v)$. Substitution in $F^2$ gives

$$F^2=v^2h,\qquad h=1-vk,\qquad k=2[(1-r)\phi_3(-v)-r\phi_3(v)].$$

Since $F$ has the sign of $v$, $F=v\sqrt h$. Rationalizing the numerator,

$$g=\frac{1-\sqrt h}{v\sqrt h}=\frac{1-h}{v\sqrt h(1+\sqrt h)}=\frac{k}{\sqrt h(1+\sqrt h)} .$$

The factor $v$ has cancelled, and this form can be evaluated at $v=0$.

## 4. Pseudocode

The table of potentials is ordered from the surface toward the bulk, so each regular integral extends the previous one.

```
phi3(z):
  if |z| < 1: return sum z^k/(k+3)!, k = 0..17
  return (exp(z) - 1 - z - z*z/2)/z^3

g(v):
  k = 2*((1-r)*phi3(-v) - r*phi3(v))
  s = sqrt(1 - v*k)
  return k/(s*(1+s))

profile(us, u[1..N]):
  R = 0; previous = us
  for i = 1..N:
    R = R + Gauss integral of g from u[i] to previous
            (panels no wider than 1, 10 nodes each)
    x[i] = L*(ln(us/u[i]) + R)
    previous = u[i]

potential(x):
  if x = 0: return us
  a = -1
  while depth(us*exp(a)) < x: a = 2*a
  find s in [a,0] with depth(us*exp(s)) = x, by bracketing
  return us*exp(s)
```

Here `depth(u)` is the boxed formula multiplied by $L$. With $s=\ln(u/u_s)$, its derivative is $d(x/L)/ds=-u/F=-1/\sqrt h<0$. The root is therefore unique, and the logarithmic growth of the depth ensures that the bracket is found in exact arithmetic. In double precision the doubling makes $e^a$ underflow for depths beyond about $500L$.

## 5. Cost and accuracy

One depth needs about $10\lceil|u_s-u|\rceil$ evaluations of $g$, with a minimum of ten. An ordered table of $N$ entries needs at most about $10(|u_s|+N)$. Going from a microvolt to a nanovolt adds almost nothing, because the logarithm covers that interval. Calls to `potential` cost one depth evaluation per root-finding step.

On the real axis $h=F^2/v^2$ is positive, with $h(0)=1$, so $g$ is analytic there and Gauss quadrature converges geometrically on a fixed panel. For the example below, integrated down to $u=10^{-6}$, the absolute depth error is $3\times10^{-6}$ nm with two nodes per panel and $2\times10^{-13}$ nm with four. The reference is a 40-digit quadrature of the unsubtracted integrand.

Applying the same ten-node panels to $1/F$ fails. The first node stays a fixed fraction of a panel away from the singular end, so the numerical sum saturates while the integral grows. The depth is short by 5.1 nm at $u=10^{-3}$, 32.5 nm at $10^{-6}$ and 60.7 nm at $10^{-9}$. The last increase, 28.24 nm, agrees with the missing $L\ln1000$.

## 6. Limits

**Neutral tail.** Let $G(u)=\int_0^u g\,dv$. The boxed result can be rearranged as

$$u\,e^{G(u)}=Ae^{-x/L},\qquad A=u_se^{G(u_s)} .$$

Since $G\simeq(1-2r)u/6$ for small $u$,

$$u=Ae^{-x/L}-\frac{1-2r}{6}A^2e^{-2x/L}+\cdots .$$

The pure exponential thus exceeds $u$ by the relative amount $(1-2r)u/6$. At $u=0.01$ in the example this predicts $1.667\times10^{-3}$; the computed excess is $1.668\times10^{-3}$.

**Depletion.** If $u\gg1$ and $re^u\ll u$, then $F\simeq\sqrt{2(u-1)}$. When both conditions hold from $u$ to $u_s$,

$$\frac xL\simeq\sqrt{2(u_s-1)}-\sqrt{2(u-1)} .$$

This is a parabola in $x$. The $-1$ comes from the holes that spill into the edge of the depletion region. Complete depletion omits it and gives the width $L\sqrt{2u_s}$ when $n_0\ll p_0$.

**Strong inversion.** If $u\gg1$ and $re^u\gg u$, then $F\simeq\sqrt{2r}\,e^{u/2}$. Integrating $e^{-v/2}$ gives

$$\frac xL\simeq\sqrt{\frac2r}\left(e^{-u/2}-e^{-u_s/2}\right).$$

As $u_s$ increases, the depth of a fixed $u$ approaches a finite value: the added potential falls across an ever thinner layer.

**Intrinsic material.** For $r=1/2$, $F^2=2(\cosh v-1)=4\sinh^2(v/2)$. Since $d\ln\tanh(v/4)/dv=1/[2\sinh(v/2)]$,

$$\tanh\frac u4=\tanh\frac{u_s}4\,e^{-x/L}.$$

With $u_s=12$ and $u=8,\,1,\,10^{-3},\,10^{-9}$, the algorithm and this formula agree to double-precision rounding.

## 7. Stability and tests

Differentiating the depth at fixed $u$ gives $\partial x/\partial u_s=L/F(u_s)$, or

$$\delta x=\frac{\delta\psi_s}{E_s},$$

where $E_s$ is the surface field. The right side does not contain $u$, so an error in $\psi_s$ shifts the whole profile rigidly. The sensitivity to the requested potential is different: $\delta x=-L\,\delta u/F(u)$, which tends to $-L\,\delta u/u$ in the tail. There $u$ must be known with good relative accuracy. An offset in the bulk zero of potential ruins the depth once it is comparable with $u$.

The derivation was tested against the second-order Poisson equation, integrated from a linear bulk tail at $|u|=10^{-7}$ toward the surface. This route does not use the first integral. For the example, at five levels from $u=30$ to $10^{-3}$, the depths differ by at most $9.1\times10^{-14}L$. For accumulation at $u_s=-8$ and the levels $-4$, $-0.5$ and $-10^{-3}$, the largest difference is $1.1\times10^{-12}L$. Charge integrated over the recovered profile to $30L$ agrees with the surface field, as Gauss's law requires, to a relative $1.2\times10^{-10}$.

## 8. Worked example

Take silicon at 300 K with $N_A=10^{18}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, relative permittivity 11.7 and $\psi_s=1.00$ V. This is slightly beyond twice the bulk Fermi potential, 0.952 V. With $\phi_t=25.852$ mV,

$$u_s=\frac{1000}{25.852}=38.68,\qquad r=1.0\times10^{-16},\qquad L=4.088\ \text{nm}.$$

The surface electron density is $6.30\times10^{18}$ cm$^{-3}$, so $re^{u_s}=6.30$. Dropping negligible terms,

$$F(u_s)=\sqrt{2(37.68+6.30)}=9.38,$$

$$E_s=\frac{0.025852\ \text{V}}{4.088\ \text{nm}}\times9.38=0.0593\ \text{V/nm}=0.593\ \text{MV/cm}.$$

For $\psi=25$ mV the logarithm is $\ln(1000/25)=3.689$. It contributes $4.088\times3.689=15.08$ nm, the regular integral contributes 18.17 nm, and the depth is 33.25 nm. Other levels are:

| $\psi$ | logarithm (nm) | regular (nm) | depth (nm) |
|---|---:|---:|---:|
| 0.5 V | 2.83 | 7.86 | 10.69 |
| 0.1 V | 9.41 | 16.24 | 25.66 |
| 1 mV | 28.24 | 18.80 | 47.04 |
| 1 µV | 56.48 | 18.83 | 75.31 |

The regular part saturates at 18.83 nm, while the logarithm adds 28.24 nm per factor of 1000. The tail amplitude is $A\phi_t=99.9$ V. This is the tail extrapolated back to $x=0$, not a potential present in the device. At 50 nm it gives $99.9\,e^{-50/4.0885}$ V $=0.488$ mV; the full profile gives 0.487 mV.

The complete-depletion parabola with the same $\psi_s$ has width 35.96 nm. At 1 nm it lies 1.1 mV above the recovered profile, since its initial slope corresponds to $F^2=2u_s=77.4$ instead of 88.0. At 30 nm it gives 27.5 mV against 47.8 mV, and at 40 nm zero against 5.4 mV. Below the inversion layer the true $F\simeq\sqrt{2(u-1)}$ is smaller than the parabola's $\sqrt{2u}$, so the potential falls more slowly.

An error of 1 mV in $\psi_s$ shifts the profile by $1/59.3=0.017$ nm.

## 9. Failure modes

**Numerical.** Compute $n_0$ as $n_i^2/p_0$; the difference $p_0-N_A$ loses it to rounding. In double precision $e^v$ overflows near $v=709$, which a 1 V bending reaches near 16 K. Full ionization cannot be assumed at that temperature, so this is a remark about the arithmetic, not about a real device. There $re^v$ should be formed as $e^{v+\ln r}$, with $\ln r\simeq2\ln(n_i/p_0)$, because $r$ itself can underflow. In depletion $h\simeq2/v$, so $1-vk$ amplifies relative rounding by about $v/2$, which is harmless at $v\approx40$.

**Physical.** A fully depleted film or fin has no neutral bulk. The first integral then acquires a constant set by the potential and field at the far boundary, and this subtraction does not apply. Depth-dependent doping removes the translation symmetry and the first integral. Current flow that separates the quasi-Fermi levels changes the electron term.

**Comparison with a real channel.** The doping and bending are rough values for a scaled planar bulk silicon n-channel transistor. The doping of a real channel may differ from this value and vary with depth. As a rough measure of the sensitivity to doping, doubling a uniform $N_A$ at fixed $\psi_s$ reduces the parabola width from 36.0 to 25.4 nm. Without interface charge, an oxide of relative permittivity 3.9 carries $0.593\times11.7/3.9=1.78$ MV/cm. The band bending is 0.12 eV below a 1.12 eV gap, so this vertical bending does not open band-to-band tunnelling; the drain junction is outside the model.

The classical inversion layer is unreliable. A triangular-well estimate with mass $0.92m_e$ places the lowest level about 0.12 eV, or nearly $5\,kT$, above the conduction-band edge at the interface, and the mean depth of an electron in that level near 1.4 nm instead of the classical 0.5 nm. Thermal occupation of higher subbands and of the four valleys with light confinement mass moves the mean deeper, to about 1.7 nm; the estimate below uses the lowest level only. To size the effect on the profile, integrate $x\psi''$ by parts: $\int_0^\infty x\psi''dx=\psi_s$. A charge sheet thus contributes to $\psi_s$ in proportion to its depth. The electron sheet density is $2.89\times10^{11}$ cm$^{-2}$, and the total is $N_ALF(u_s)=3.83\times10^{12}$ cm$^{-2}$. The electrons therefore supply $0.0754\times59.3=4.5$ mV/nm of the surface field. Moving them about 0.9 nm inward at fixed sheet density would use about 4 mV of $\psi_s$ and shift the depletion profile by about 0.07 nm toward the interface. At fixed $\psi_s$, however, the raised level lies about $6\,kT$ above the Fermi level and the layer largely empties. Removing the electrons altogether frees the roughly 2 mV they contributed and shifts the profile by about 0.04 nm the other way. The electron distribution changes greatly, the depletion depth little.

Band-gap narrowing is neglected. A narrowing of 30 to 40 meV, the range of common empirical fits at this doping, applied uniformly would multiply $r$ by 3 to 5, raise the surface electron density to about $2$–$3\times10^{19}$ cm$^{-3}$ and the surface field to about 0.7 MV/cm, and shorten the 1 mV depth by about 0.1 nm. Without it, Fermi statistics lower the surface electron density by 7% at the same Fermi level and band position, and hole degeneracy lengthens $L$ by 0.6%; both use rough band densities of $3\times10^{19}$ cm$^{-3}$. An isolated acceptor level at 45 meV would leave 66% of the bulk acceptors ionized and lengthen the screening length by 6%. The 28.3 nm between 1 mV and 1 µV would then grow by 1.7 nm. This overstates the effect, because the binding energy shrinks at such doping. At 358 K, with $\psi_s$, gap and permittivity held fixed, the 1 mV depth rises from 47.0 to 48.7 nm.

Finally, a cube of side $L$ contains 0.068 acceptors on average. The continuous charge density is therefore not a local description of one device, and the estimates above do not give the resulting scatter in depth. The microvolt tail is a well-defined result of the continuum equation, not a prediction for the potential at a point among discrete dopants. The remaining computed values are in the numerical output.

## Computed results

```
Input: T = 300 K, NA = 1.0e+18 cm^-3, ni = 1.0e+10 cm^-3
Input: eps_Si = 11.7, eps_ox = 3.9, psi_s = 1.00 V
Thermal voltage = 25.852 mV, us = 38.6817, r = 1.000e-16
Twice bulk Fermi potential = 0.9524 V
Debye length L = 4.0885 nm
F(us) = 9.3788, surface field = 0.5930 MV/cm
psi (V) | log part (nm) | regular part (nm) | depth (nm)
  9.000e-01 | 0.4308 | 1.4026 | 1.8334
  5.000e-01 | 2.8339 | 7.8582 | 10.6921
  1.000e-01 | 9.4140 | 16.2436 | 25.6576
  2.500e-02 | 15.0818 | 18.1672 | 33.2490
  1.000e-03 | 28.2420 | 18.7987 | 47.0408
  1.000e-06 | 56.4841 | 18.8251 | 75.3092
  1.000e-09 | 84.7261 | 18.8251 | 103.5512
Depletion-parabola width = 35.961 nm
depth (nm) | psi recovered (mV) | psi parabola (mV)
  1 | 944.0905 | 945.1569
  2 | 891.3420 | 891.8604
  5 | 743.0444 | 741.2504
  10 | 526.8768 | 521.1656
  20 | 210.5358 | 196.9904
  30 | 47.8364 | 27.4744
  40 | 5.4385 | 0.0000
  50 | 0.4865 | 0.0000
Tail amplitude A = 3865.40, A*phi_t = 99.928 V
Tail excess at u = 0.01: 1.6681e-03 (relative)
lower u | error subtracted (nm) | error unsubtracted (nm), 10 nodes
  1e-3 | 0.0e+00 | 5.1105
  1e-6 | 1.5e-14 | 32.5016
  1e-9 | 1.5e-14 | 60.7427
Subtracted error at u=1e-6 with 2, 4, 6 nodes (nm): 3.2e-06, 2.3e-13, 1.5e-14
Max depth difference from Poisson solver: inversion 9.1e-14 L, accumulation 1.1e-12 L
Closed-form error 2.2e-16 L, Gauss-law error 1.2e-10
Profile shift per 1 mV error of psi_s = 0.0169 nm
Surface electrons = 6.299e+18 cm^-3, sheet = 2.891e+11 cm^-2
Classical electron mean depth = 0.475 nm
Rough inputs: Nc = Nv = 3e+19 cm^-3, mass = 0.92 m_e, Ea = 0.045 eV, gap = 1.12 eV
Triangular-well ground level = 123.0 meV = 4.76 kT
Triangular-well mean depth = 1.383 nm
Surface electrons, Fermi/Boltzmann at same level = 0.9332
Debye length factor from hole degeneracy = 1.0059
Isolated-level ionized fraction = 0.664, Debye length factor = 1.0616
Acceptors in a cube of side L = 0.0683
Depth at 1 mV: 47.041 nm at 300 K, 48.680 nm at 358 K
ni at 358 K = 4.36e+11 cm^-3, L = 4.4662 nm
Oxide field = 1.779 MV/cm
Gap minus band bending = 0.12 eV
```
